# Causal interpolation of fermionic Green's functions: Pick criterion and spectral bounds, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Energies are measured in eV and Green's functions in eV$^{-1}$, so all quantities below are pure numbers in these units. A star denotes complex conjugation, $\dagger$ the Hermitian adjoint, and $\mathbb C^+=\{z:\operatorname{Im}z>0\}$. A Hermitian matrix $X$ is written $X\ge 0$ if $x^\dagger Xx\ge0$ for all $x$, and $X>0$ if the inequality is strict for $x\neq0$. If $D$ is invertible, $x^\dagger DXD^\dagger x=(D^\dagger x)^\dagger X(D^\dagger x)$ shows that $X$ and $DXD^\dagger$ are semidefinite or definite together. They also have the same rank. Such matrices are called congruent.

A diagonal fermionic Green's function has the Lehmann form

$$G(z)=\int\frac{A(\omega)\,d\omega}{z-\omega},\qquad A\ge0,\qquad \int A\,d\omega=1 ,$$

where $A$ may contain delta peaks. With $f=-G$,

$$\operatorname{Im}f(z)=\operatorname{Im}z\int\frac{A(\omega)\,d\omega}{|\omega-z|^2}>0\qquad(z\in\mathbb C^+).$$

The Nevanlinna class $\mathcal N$ is the set of functions analytic on $\mathbb C^+$ with $\operatorname{Im}f\ge0$. An interpolant is called causal if it lies in $\mathcal N$. The Schur class $\mathcal S$ is the set of functions analytic on $\mathbb C^+$ with $|\theta|\le1$. For $f\in\mathcal N$ and $\eta>0$ the spectrum at height $\eta$ is $A_\eta(\omega)=\operatorname{Im}f(\omega+i\eta)/\pi$. For $f$ of Lehmann form it is $A$ convolved with a Lorentzian of half-width $\eta$, because $\operatorname{Im}\,1/(\omega'-\omega-i\eta)=\eta/[(\omega'-\omega)^2+\eta^2]$.

The data are $M$ distinct nodes $Y_j\in\mathbb C^+$ and finite values $C_j$. For Matsubara data $Y_j=i\omega_j$, $\omega_j=(2j-1)\pi/\beta$, and $C_j=-G(i\omega_j)$. For $Y\in\mathbb C^+$ define

$$b_Y(z)=\frac{z-Y}{z-Y^*},\qquad b_j=b_{Y_j},\qquad h(u)=b_{i}(u)=\frac{u-i}{u+i},\qquad \lambda_j=h(C_j),$$

where the subscript in $b_i(u)$ of the definition of $h$ is the imaginary unit. Three Pick matrices are used:

$$K_{ij}=\frac{C_i-C_j^*}{Y_i-Y_j^*},\qquad L_{ij}=\frac{1-\lambda_i\lambda_j^*}{-i\,(Y_i-Y_j^*)},\qquad P_{ij}=\frac{1-\lambda_i\lambda_j^*}{1-h(Y_i)h(Y_j)^*}.$$

The Schur recursion starts from $\lambda_i^{(1)}=\lambda_i$. At step $k$ it sets $\phi_k=\lambda_k^{(k)}$ and, if $|\phi_k|<1$,

$$\lambda_i^{(k+1)}=\frac{1}{b_k(Y_i)}\,\frac{\lambda_i^{(k)}-\phi_k}{1-\phi_k^*\lambda_i^{(k)}},\qquad i>k. \tag{1}$$

The $\phi_k$ are the Schur parameters. If some $\operatorname{Im}C_j<0$, no causal interpolant exists and $K_{jj}=\operatorname{Im}C_j/\operatorname{Im}Y_j<0$, so the criterion below holds trivially. From here on $\operatorname{Im}C_j\ge0$, which makes $C_j+i\ne0$. The facts taken from complex analysis are the maximum modulus principle, Cauchy's theorem and, once, Helly's selection theorem.

## Theorem

(a) An $f\in\mathcal N$ with $f(Y_j)=C_j$ for all $j$ exists if and only if $K\ge0$, equivalently $L\ge0$ or $P\ge0$.

(b) $K>0$ if and only if (1) runs through all $M$ steps with $|\phi_k|<1$. The solutions are then in one-to-one correspondence with the functions $\theta_{M+1}\in\mathcal S$ through

$$\theta_k=\frac{b_k\theta_{k+1}+\phi_k}{\phi_k^*b_k\theta_{k+1}+1}\quad(k=M,\dots,1),\qquad f=i\,\frac{1+\theta_1}{1-\theta_1}. \tag{2}$$

(c) If $K\ge0$ has rank $r<M$, then $|\phi_k|<1$ for $k\le r$, $|\phi_{r+1}|=1$, and the solution is unique. It has the form $a+bz+\sum_l w_l/(\epsilon_l-z)$ with $a,\epsilon_l$ real, $b\ge0$, $w_l>0$, and $r$ poles when the term $bz$ with $b>0$ is counted as one.

(d) For $K>0$ every solution has $A_\eta(\omega)>0$ for all $\eta>0$. At a fixed $z\in\mathbb C^+$ the values $f(z)$ of all solutions fill a closed disc. The discs are nested in $M$, and their radius grows as $1/\eta$ when $z=\omega+i\eta$ approaches the real axis.

(e) The criterion (a) does not imply decay or the sum rule: for $K>0$ and constant $|\theta_{M+1}|<1$, $\int A_\eta\,d\omega=\infty$. If all $C_j\neq0$, a solution $f=\int d\mu(\omega)/(\omega-z)$ with a positive measure $\mu$ of weight at most 1 exists if and only if $K-CC^\dagger\ge0$, where $C$ is the column of the $C_j$. This is the Pick condition for $-\Sigma$, with $G=1/(z-\Sigma)$. If $K-CC^\dagger>0$, there are solutions of weight exactly 1.

## Lemmas

**Lemma 1 (Möbius maps).** For $Y\in\mathbb C^+$ and $|\phi|<1$, with $m(\lambda)=(\lambda-\phi)/(1-\phi^*\lambda)$,

$$1-b_Y(u)\,b_Y(v)^*=\frac{-(Y-Y^*)(u-v^*)}{(u-Y^*)(v^*-Y)}, \tag{3}$$

$$1-m(\lambda)\,m(\mu)^*=\frac{(1-|\phi|^2)(1-\lambda\mu^*)}{(1-\phi^*\lambda)(1-\phi\mu^*)}. \tag{4}$$

The map $b_Y$ is a bijection of $\mathbb C^+$ onto the open unit disc, and $m$ is a bijection of the closed unit disc onto itself. The map $f\mapsto h\circ f$ is a bijection of $\mathcal N$ onto $\mathcal S$ without the constant 1.

*Proof.* Over the common denominator, the numerator of (3) is

$$(u-Y^*)(v^*-Y)-(u-Y)(v^*-Y^*)=-uY-Y^*v^*+uY^*+Yv^*=-(Y-Y^*)(u-v^*),$$

since $uv^*$ and $YY^*$ cancel. The numerator of (4) is

$$(1-\phi^*\lambda)(1-\phi\mu^*)-(\lambda-\phi)(\mu^*-\phi^*)=1+|\phi|^2\lambda\mu^*-\lambda\mu^*-|\phi|^2=(1-|\phi|^2)(1-\lambda\mu^*),$$

since the terms $\phi\mu^*$ and $\phi^*\lambda$ cancel. At $u=v$, (3) reads $1-|b_Y(u)|^2=4\operatorname{Im}Y\operatorname{Im}u/|u-Y^*|^2$, because $-(2i\operatorname{Im}Y)(2i\operatorname{Im}u)=4\operatorname{Im}Y\operatorname{Im}u$. So $|b_Y|<1$ on $\mathbb C^+$ and $|b_Y|=1$ on the real axis. Solving $w=b_Y(z)$ gives $z=(Y-Y^*w)/(1-w)$. Multiplying above and below by $1-w^*$, and noting that $Yw^*+Y^*w$ is real,

$$\operatorname{Im}z=\operatorname{Im}Y\,\frac{1-|w|^2}{|1-w|^2}. \tag{5}$$

Every $|w|<1$ is therefore reached once. At $\lambda=\mu$, (4) shows $|m|\le1$ for $|\lambda|\le1$, where $1-\phi^*\lambda\neq0$. The inverse $m^{-1}(w)=(w+\phi)/(1+\phi^*w)$ is the same map with $-\phi$, so $m$ is onto. For $Y=i$ the inverse is $u=i(1+\theta)/(1-\theta)$. If $f\in\mathcal N$, then $h\circ f\in\mathcal S$, and it never equals 1 because $h(u)=1$ has no finite solution. Conversely, by the maximum principle a $\theta\in\mathcal S$ has either $|\theta|<1$ everywhere or is a constant of modulus 1. In both cases, except $\theta\equiv1$, $i(1+\theta)/(1-\theta)$ is analytic with non-negative imaginary part by (5). $\square$

Since the data are finite, $\lambda_j\ne1$, and the excluded constant never interpolates. The problem in $\mathcal N$ is thus equivalent to finding $\theta_1\in\mathcal S$ with $\theta_1(Y_j)=\lambda_j$.

**Lemma 2 (congruence).** $K$, $L$ and $P$ are congruent.

*Proof.* Identity (3) with $Y=i$ is $1-h(u)h(v)^*=-2i(u-v^*)/[(u+i)(v+i)^*]$. Taking $u=C_i$, $v=C_j$ and dividing by $-i(Y_i-Y_j^*)$ gives

$$L_{ij}=\frac{2K_{ij}}{(C_i+i)(C_j+i)^*}. \tag{6}$$

Dividing instead by the same identity taken at $u=Y_i$, $v=Y_j$, the factors $-2i$ cancel and $P_{ij}=D_iK_{ij}D_j^*$ with $D_i=(Y_i+i)/(C_i+i)$. The diagonal factors are finite and non-zero. $\square$

**Lemma 3 (one Schur step).** Let $|\phi|<1$. The map $\theta\mapsto\theta'=m(\theta)/b_1$ is a bijection from $\{\theta\in\mathcal S:\theta(Y_1)=\phi\}$ onto $\mathcal S$, with inverse $\theta=m^{-1}(b_1\theta')$. For $i>1$ and $|\lambda_i|\le1$, $\theta(Y_i)=\lambda_i$ if and only if $\theta'(Y_i)=\lambda_i'=m(\lambda_i)/b_1(Y_i)$.

*Proof.* By Lemma 1, $m(\theta)\in\mathcal S$, and it vanishes at $Y_1$. In the variable $w=b_1(z)$ it is an analytic function $F(w)$ on the unit disc with $|F|\le1$ and $F(0)=0$. Its power series has no constant term, so $F(w)/w$ is analytic. On $|w|=\rho<1$, $|F/w|\le1/\rho$, and by the maximum principle this bound holds inside the circle. Letting $\rho\to1$ gives $|\theta'|\le1$; this is the Schwarz lemma. Conversely, for $\theta'\in\mathcal S$, $|b_1\theta'|<1$, so $m^{-1}(b_1\theta')\in\mathcal S$, with value $m^{-1}(0)=\phi$ at $Y_1$. The two maps undo each other. The last statement holds because $m$ is injective and $b_1(Y_i)\neq0$ for distinct nodes. $\square$

**Lemma 4 (Schur complement).** Let $\phi=\lambda_1$, $|\phi|<1$, and $1-\phi^*\lambda_i\ne0$ for $i>1$. Let $L'$ be the matrix $L$ built from the nodes $Y_2,\dots,Y_M$ and the values $\lambda_i'$. Then

$$S_{ij}\equiv L_{ij}-\frac{L_{i1}L_{1j}}{L_{11}}=E_iL'_{ij}E_j^*,\qquad E_i=\frac{b_1(Y_i)\,(1-\phi^*\lambda_i)}{\sqrt{1-|\phi|^2}}, \tag{7}$$

and $L$ is congruent to the block-diagonal matrix $\operatorname{diag}(L_{11},L')$, with $\det L=L_{11}\det L'\prod_{i>1}|E_i|^2$.

*Proof.* Write $Y=Y_1$, $\mathsf b_i=b_1(Y_i)$, $m_i=m(\lambda_i)$. Then

$$1-\lambda_i'\lambda_j'^*=\frac{\mathsf b_i\mathsf b_j^*-m_im_j^*}{\mathsf b_i\mathsf b_j^*}=\frac{(1-m_im_j^*)-(1-\mathsf b_i\mathsf b_j^*)}{\mathsf b_i\mathsf b_j^*}.$$

Divide by $-i(Y_i-Y_j^*)$. In the first bracket (4) produces $L_{ij}$. In the second, (3) supplies a factor $Y_i-Y_j^*$ that cancels, and $-1/(Y_j^*-Y)=1/(Y-Y_j^*)$:

$$\mathsf b_i\mathsf b_j^*L'_{ij}=\frac{(1-|\phi|^2)\,L_{ij}}{(1-\phi^*\lambda_i)(1-\phi\lambda_j^*)}-\frac{Y-Y^*}{-i\,(Y_i-Y^*)(Y-Y_j^*)}.$$

Multiplying by $(1-\phi^*\lambda_i)(1-\phi\lambda_j^*)/(1-|\phi|^2)$ turns the left side into $E_iL'_{ij}E_j^*$ and the right side into

$$L_{ij}-\frac{(1-\phi^*\lambda_i)(1-\phi\lambda_j^*)(Y-Y^*)}{-i\,(Y_i-Y^*)(Y-Y_j^*)(1-|\phi|^2)}.$$

From the definition, $L_{i1}=(1-\lambda_i\phi^*)/[-i(Y_i-Y^*)]$, $L_{1j}=(1-\phi\lambda_j^*)/[-i(Y-Y_j^*)]$ and $L_{11}=(1-|\phi|^2)/[-i(Y-Y^*)]$. In $L_{i1}L_{1j}/L_{11}$ one factor $-i$ remains in the denominator, and the result is the subtracted term. With $\ell$ the column $L_{i1}$, $i>1$, block multiplication confirms

$$L=\begin{pmatrix}1&0\\ \ell/L_{11}&\mathbb 1\end{pmatrix}\begin{pmatrix}L_{11}&0\\0&S\end{pmatrix}\begin{pmatrix}1&\ell^\dagger/L_{11}\\0&\mathbb 1\end{pmatrix}. \tag{8}$$

The outer factors have determinant 1, and the $E_i$ are non-zero. $\square$

One step of the recursion is thus one step of Gaussian elimination on the Pick matrix.

**Lemma 5 (weight).** (i) If $f\in\mathcal N$ is bounded on $\operatorname{Im}z\ge\eta$, then $\int A_\eta\,d\omega=\lim_{y\to\infty}y\operatorname{Im}f(iy+i\eta)$, finite or infinite. (ii) If $f\in\mathcal N$ and $|f(z)|\le1/\operatorname{Im}z$, then $f=\int d\mu/(\omega-z)$ with $\mu\ge0$ of weight $\lim_{y\to\infty} y\operatorname{Im}f(iy)\le1$.

*Proof.* (i) The function $f_\eta(\zeta)=f(\zeta+i\eta)$ is analytic for $\operatorname{Im}\zeta>-\eta$ and bounded for $\operatorname{Im}\zeta\ge0$. Integrate $f_\eta(\zeta)\,y^2/(\zeta^2+y^2)$ along the real axis and close in the upper half-plane. The arc of radius $R$ contributes $O(1/R)$. The only pole is $\zeta=iy$, with residue $f_\eta(iy)\,y^2/(2iy)$. Hence $\int f_\eta\,y^2/(\omega^2+y^2)\,d\omega=\pi yf_\eta(iy)$, and the imaginary part divided by $\pi$ is

$$\int A_\eta(\omega)\,\frac{y^2}{\omega^2+y^2}\,d\omega=y\operatorname{Im}f(iy+i\eta).$$

The factor increases to 1 with $y$ and $A_\eta\ge0$, so monotone convergence gives the claim.

(ii) The bound gives $|f_\eta|\le1/\eta$, and by (i) $\int A_\eta\,d\omega\le\lim y/(y+\eta)=1$. For $z\in\mathbb C^+$ apply Cauchy's theorem to $f_\eta(\zeta)/(\zeta-z)$ and to $f_\eta(\zeta)/(\zeta-z^*)$. The arcs are bounded by a constant times $\int_0^\pi d\vartheta/(\eta+R\sin\vartheta)$, which vanishes as $R\to\infty$ by dominated convergence. With the integrals taken as limits over $[-R,R]$,

$$f_\eta(z)=\frac1{2\pi i}\int\frac{f_\eta(\omega)}{\omega-z}\,d\omega,\qquad 0=\frac1{2\pi i}\int\frac{f_\eta(\omega)}{\omega-z^*}\,d\omega .$$

The conjugate of the second equation is $0=-\frac1{2\pi i}\int f_\eta^*/(\omega-z)\,d\omega$. Adding it to the first gives $f(z+i\eta)=\int A_\eta\,d\omega/(\omega-z)$. The measures $A_\eta\,d\omega$ have weight at most 1, so Helly's theorem provides a sequence $\eta\to0$ and a limit $\mu\ge0$ such that integrals of continuous functions vanishing at infinity converge. The kernel $1/(\omega-z)$ is such a function. Finally $y\operatorname{Im}f(iy)=\int y^2/(\omega^2+y^2)\,d\mu$ tends to the weight of $\mu$ and is at most 1. $\square$

## Proof of (a), (b) and (c)

By Lemmas 1 and 2, (a) states that a $\theta\in\mathcal S$ with $\theta(Y_j)=\lambda_j$ exists if and only if $L\ge0$. The proof is by induction on $M$, for arbitrary finite $\lambda_j$. Note that $L_{jj}=(1-|\lambda_j|^2)/(2\operatorname{Im}Y_j)$. There are three cases.

If some $|\lambda_j|>1$, no solution exists and $L_{jj}<0$. Both sides are false.

If all $|\lambda_j|\le1$ and $|\lambda_1|=1$, the maximum principle forces $\theta\equiv\lambda_1$, which is a solution exactly when all $\lambda_j=\lambda_1$. On the matrix side $L_{11}=0$. If $L\ge0$, the minor $L_{11}L_{jj}-|L_{1j}|^2\ge0$ forces $L_{1j}=0$, that is $\lambda_1\lambda_j^*=1$, so $\lambda_j=\lambda_1$. Conversely equal unimodular values give $L=0$. The equivalence holds, the solution is unique, and the rank is 0.

If all $|\lambda_j|\le1$ and $|\lambda_1|<1$, the assumptions of Lemmas 3 and 4 hold with $L_{11}>0$. For $M=1$ a constant is a solution and $L>0$. For $M>1$, solutions correspond one-to-one to solutions of the reduced problem with $M-1$ nodes, $L\ge0$ if and only if $L'\ge0$, and $\operatorname{rank}L=1+\operatorname{rank}L'$. The induction hypothesis completes (a).

For (b), let $L>0$. Its diagonal is positive, so all $|\lambda_j|<1$, the third case applies, and $L'>0$. Repeating $M$ times gives $|\phi_k|<1$ for all $k$. Conversely, if (1) runs with all $|\phi_k|<1$, repeated use of Lemma 4 makes $L$ congruent to a positive diagonal matrix. After $M$ steps no condition is left, so $\theta_{M+1}$ ranges over all of $\mathcal S$. The composition of the $M$ bijections $\theta_k=m_k^{-1}(b_k\theta_{k+1})$ with $h^{-1}$ is (2).

For (c), each step of the third kind lowers the rank by one and keeps $L\ge0$, and the second case occurs exactly when the remaining matrix is zero. It therefore occurs after $r$ steps, in any order of the nodes, and $\theta_{r+1}\equiv\phi_{r+1}$ is forced. To count poles, suppose $\theta_{k+1}\in\mathcal S$ is rational of degree $d$ and unimodular on the real axis. Its poles lie in the lower half-plane, since it is bounded on $\mathbb C^+$. The rational identity $\theta(z)\,\theta(z^*)^*=1$, true on the real axis and hence everywhere, puts its zeros at the conjugates of the poles, in $\mathbb C^+$. The zero $Y_k$ and the pole $Y_k^*$ of $b_k$ then cancel nothing, and $b_k\theta_{k+1}$ has degree $d+1$. The Möbius map $m_k^{-1}$ keeps the degree and, by (4), the unimodularity. So $\theta_1$ and $f$ have degree $r$, and $f$ is real on the real axis by (5). It has no pole in $\mathbb C^+$ and, since $f(z^*)^*=f(z)$, none below. Near a real pole $f\simeq -w(z-\epsilon)^{-n}$ with $w$ real. On $z-\epsilon=\rho e^{i\vartheta}$ the imaginary part is $w\rho^{-n}\sin n\vartheta$, which is non-negative for all $0<\vartheta<\pi$ only if $n=1$ and $w>0$. The same argument at infinity allows at most $bz$ with $b>0$. $\square$

Lemma 4 applied repeatedly to the first $k$ nodes gives the pivots. With $L_{(k)}$ the leading $k\times k$ block and $E_k^{(j)}$ the factor (7) of node $k$ at step $j$, the determinant is the product of the diagonal elements met in the elimination, each multiplied by the accumulated $|E|^2$ of its node. Thus

$$\frac{\det L_{(k)}}{\det L_{(k-1)}}=\frac{1-|\phi_k|^2}{2\operatorname{Im}Y_k}\prod_{j<k}\big|E_k^{(j)}\big|^2. \tag{9}$$

As long as no denominator in (1) vanishes, the first $k$ with $|\phi_k|>1$ is the order of the first negative leading minor of $L$ and, by (6), of $K$.

A Möbius map $t\mapsto(T_{11}t+T_{12})/(T_{21}t+T_{22})$ is represented by the matrix $T$, and composition is matrix multiplication. So $\theta_1$ is the image of $\theta_{k+1}$ under

$$\Pi^{(k)}(z)=\prod_{j=1}^{k}\begin{pmatrix}b_j&\phi_j\\ \phi_j^*b_j&1\end{pmatrix},\qquad \det\Pi^{(k)}=\prod_{j=1}^k b_j\,(1-|\phi_j|^2),$$

with $j$ increasing to the right. Solving $\lambda_k=(\Pi_{11}\phi_k+\Pi_{12})/(\Pi_{21}\phi_k+\Pi_{22})$ for $\phi_k$, with $\Pi=\Pi^{(k-1)}(Y_k)$, gives the equivalent form $\phi_k=(\Pi_{12}-\Pi_{22}\lambda_k)/(\Pi_{21}\lambda_k-\Pi_{11})$.

## Proof of (d)

With $w=b_k\theta_{k+1}$, the cross terms $2\operatorname{Re}\phi_k^*w$ cancel in $|1+\phi_k^*w|^2-|w+\phi_k|^2=(1-|\phi_k|^2)(1-|w|^2)$. Together with (5) at $Y=i$,

$$1-|\theta_k|^2=\frac{(1-|\phi_k|^2)\,(1-|b_k\theta_{k+1}|^2)}{|1+\phi_k^*b_k\theta_{k+1}|^2},\qquad \operatorname{Im}f=\frac{1-|\theta_1|^2}{|1-\theta_1|^2}. \tag{10}$$

On $\mathbb C^+$, $|b_k|<1$ and $|\theta_{k+1}|\le1$ make the right side strictly positive at every step, so $|\theta_1|<1$ and $A_\eta>0$.

Fix $z\in\mathbb C^+$, not a node, and let $t=\theta_{M+1}(z)$. Every $|t|\le1$ occurs, for instance from a constant. Then $f(z)=(T_{11}t+T_{12})/(T_{21}t+T_{22})$ with

$$T=\begin{pmatrix}i&i\\-1&1\end{pmatrix}\Pi^{(M)}(z),\qquad \det T=2i\prod_jb_j(z)\,(1-|\phi_j|^2)\neq0 .$$

Since $|\theta_1|<1$, $f(z)$ is finite for all $|t|\le1$. A zero of the denominator would make it infinite, because $\det T\ne0$. So $T_{21}t+T_{22}$ has no zero on the closed disc, and $\Delta=|T_{22}|^2-|T_{21}|^2>0$. Inverting, $t=(T_{22}w-T_{12})/(T_{11}-T_{21}w)$ for a value $w$, and $|t|\le1$ becomes

$$\Delta|w|^2-2\operatorname{Re}(ws^*)+|T_{12}|^2-|T_{11}|^2\le0,\qquad s=T_{12}T_{22}^*-T_{11}T_{21}^* .$$

Completing the square gives $|w-s/\Delta|^2\le[|s|^2-\Delta(|T_{12}|^2-|T_{11}|^2)]/\Delta^2$. In the bracket the terms $|T_{12}T_{22}|^2$ and $|T_{11}T_{21}|^2$ cancel, which leaves $|T_{11}T_{22}|^2+|T_{12}T_{21}|^2-2\operatorname{Re}(T_{11}T_{22}T_{12}^*T_{21}^*)=|\det T|^2$. The centre and radius are

$$c=\frac{s}{\Delta},\qquad \varrho=\frac{2\prod_j|b_j(z)|\,(1-|\phi_j|^2)}{\Delta}, \tag{11}$$

and every causal interpolant obeys $(\operatorname{Im}c-\varrho)/\pi\le A_\eta(\omega)\le(\operatorname{Im}c+\varrho)/\pi$. Both ends are attained by unimodular constants, since the circle $|t|=1$ maps to the boundary. At a node the disc is the point $C_j$. The discs are nested because a solution for $M+1$ data is a solution for $M$ data.

By (a), $w$ is an allowed value exactly when the Pick matrix extended by the pair $(z,w)$ is semidefinite. Its new column is $k_i=(C_i-w^*)/(Y_i-z^*)$ and its corner is $\operatorname{Im}w/\eta$. The block factorization (8), taken with respect to $K>0$, turns the condition into $\operatorname{Im}w/\eta-k^\dagger K^{-1}k\ge0$. Put $u_i=1/(Y_i-z^*)$, $v_i=C_iu_i$, so $k=v-w^*u$, and define $q=u^\dagger K^{-1}u>0$, $\nu=v^\dagger K^{-1}u$, $\sigma=v^\dagger K^{-1}v$. Then $k^\dagger K^{-1}k=\sigma-2\operatorname{Re}(w\nu^*)+q|w|^2$. With $\operatorname{Im}w/\eta=2\operatorname{Re}\{w\,[i/(2\eta)]^*\}$ the condition is

$$q|w|^2-2\operatorname{Re}(wn^*)+\sigma\le0,\qquad n=\frac{i}{2\eta}+\nu ,$$

so $c=n/q$ and $\varrho^2=|n|^2/q^2-\sigma/q$. As $\eta\to0$ at fixed $\omega$, $u$ and $v$ have finite limits and $q\to q_0>0$. Therefore

$$\varrho=\frac{1}{2\eta q_0}+O(1),\qquad \operatorname{Im}c-\varrho=\frac{(\operatorname{Im}c)^2-\varrho^2}{\operatorname{Im}c+\varrho}=\frac{[\sigma q-(\operatorname{Re}\nu)^2]/q^2}{\operatorname{Im}c+\varrho}=O(\eta), \tag{12}$$

where $|n|^2-(\operatorname{Im}n)^2=(\operatorname{Re}\nu)^2$ was used. $\square$

The lower bound on $A_\eta$ falls to zero and the upper bound grows as $1/(\pi\eta q_0)$, the height of a delta peak of weight $1/q_0$ at $\omega$. A finite set of Matsubara values with $K>0$, even if exact, bounds broadened spectra but places no pointwise bound on $A$ itself beyond $A\ge0$.

This part has proved (a) to (d): the Pick criterion for a causal interpolant, the Schur parametrization of all solutions, uniqueness in the singular case, and the discs that bound the broadened spectrum. What remains is the proof of (e) on decay and the sum rule, followed by remarks and a worked numerical example.
